How monolayer screening removes the logarithmic divergence of the polaron energy

**1. The simplest case: an electron at rest and a constant vertex**

Take one electron of mass m in a flat sheet of area A, at zero temperature, with band energy ε_q = ħ²q²/2m. It couples to one longitudinal optical phonon branch whose energy ħω is the same at every wavevector. The coupling term is

H₁ = Σ_q g_q exp(iq·r)(a_q + a†_−q),  |g_q|² = M²/A.

The constant M has the unit energy × length. Its origin is left for section 3; for now it does not depend on q.

The electron starts at rest with no phonon present, at total energy zero. H₁ has no diagonal element in this state, so the first correction is of second order. The intermediate state holds one phonon of wavevector q and an electron recoiling with −q. Its energy is ħω + ε_q, and therefore

ΔE = Σ_q |g_q|²/[0 − (ħω + ε_q)] = −Σ_q |g_q|²/(ħω + ε_q).

In a large sheet Σ_q becomes A/(2π)² ∫d²q. The angle gives 2π, the area cancels, and with a cutoff Q

ΔE(Q) = −(M²/2π) ∫₀^Q q dq/(ħω + ħ²q²/2m).

The natural length is l, defined by l² = ħ/(2mω). With x = ql the recoil energy is ħωx², and q dq = x dx/l². Since 1/(ħωl²) = 2m/ħ²,

ΔE(Q) = −G ∫₀^{Ql} 2x dx/(1 + x²) = −G ln(1 + Q²l²),

G = M²m/(2πħ²).

For Ql ≪ 1 the logarithm becomes Q²l², and ΔE = −M²Q²/(4πħω). This is the number of modes in the disc times |g_q|²/ħω: recoil plays no part. For Ql ≫ 1,

ΔE(Q) → −2G ln(Ql),

which has no limit as Q grows. The reason is visible if the recoil energy ε is the variable. A parabolic band in two dimensions has a constant density of states, so the integral is ∫dε/(ħω + ε). Recoil weakens each short-wavelength mode as 1/ε, which is just too slow for convergence.

The result belongs to this vertex and not to every planar polaron. If |g_q|² falls as 1/q, as for a planar electron coupled to bulk polar phonons, the integral is proportional to ∫2dx/(1 + x²) = π and is finite.

**2. Letting the electron move**

Does the divergence affect the motion of the electron? Let its wavevector be k, with κ = kl < 1, so that it cannot emit a real phonon. The intermediate electron has wavevector k − q, and the energy denominator is

ε_k − ε_{k−q} − ħω = −ħω(1 + x² − 2κx cosθ),

where θ is the angle between k and q. Completing the square with y = |q − k|l gives

1 + x² − 2κx cosθ = 1 − κ² + y².

The vertex is constant, so the integration variable may be moved from q to q − k. The cutoff disc is displaced by κ in units of 1/l. The mismatch has an area of order κQl, and the integrand there is of order 1/(Ql)², so the error is at most of order κ/(Ql) and vanishes. Hence

ΔE_k(Q) → −G[ln(Q²l²) − ln(1 − κ²)],

ΔE_k − ΔE₀ → G ln(1 − κ²).

The divergent part is independent of k: it is a rigid shift of the band. The band shape stays finite. For small κ the total energy, apart from a constant, is (ħω − G)κ². Since the bare energy is ħωκ², the effective mass to second order in the coupling is

m*/m = 1 + G/ħω  (constant vertex).

At κ → 1 the logarithm diverges in another way. The electron reaches the threshold for emitting a real phonon, and nondegenerate perturbation theory fails there.

**3. Where the constant vertex comes from**

Consider a sheet charge density σ exp(iq·r) at z = 0 in vacuum. Laplace's equation outside gives a potential φ exp(iq·r − q|z|). The normal field jumps by 2qφ across the sheet, and Gauss's law sets this equal to σ/ε₀:

φ = σ/(2ε₀q).

Now let the ions of each cell, of area Ω, move against each other by u along q. With effective charge Ze the polarization per area is P = Zeu/Ω, and its bound charge is σ = −iqP. The factor q cancels:

φ = −iP/(2ε₀).

This is why a monolayer's own polar phonon has a constant vertex at long wavelength. The bound charge grows as q while the potential of a given sheet charge falls as 1/q.

For N = A/Ω cells and reduced ionic mass μ, the quantized displacement has amplitude [ħ/(2Nμω)]^½ in each mode. The electron's energy in the potential is −eφ, so

|g_q|² = [Ze²/(2ε₀Ω)]² ħΩ/(2Aμω),

M² = (Ze²/2ε₀)² ħ/(2μωΩ).

The sign of the charge and the factor −i drop out of |g_q|².

A fixed charge e at height h above the sheet tests M² without using wavevectors. In the quantum sum there is no recoil, and the height adds exp(−2qh):

ΔE = −(M²/2πħω) ∫₀^∞ q exp(−2qh) dq = −M²/(8πħωh²).

Classically, the ions minimize (μω²u²/2 − ZeuF)/Ω per area, where F = er/[4πε₀(r² + h²)^(3/2)] is the in-plane field. The minimum is −Z²e²F²/(2Ωμω²). With v = r²,

∫F² d²r = (e/4πε₀)² π∫₀^∞ v dv/(v + h²)³ = (e/4πε₀)² π/(2h²).

The classical energy is then −Z²e⁴/(64πε₀²Ωμω²h²). Inserting M² into the quantum result gives the same expression.

**4. Adding the electrons of the sheet**

The ions are not alone: the bound electrons of the sheet polarize too. Let their polarization per area be α times the in-plane field −iqφ, with α taken independent of q. Their bound charge is −iq(−iqαφ) = −αq²φ, and Gauss's law becomes

2ε₀qφ = σ − αq²φ,

φ = σ/[2ε₀q(1 + r₀q)],  r₀ = α/(2ε₀).

The screening length r₀ measures how strongly the sheet polarizes; it is not its thickness. For r₀q ≪ 1 the field lines run mostly through the vacuum and screening disappears. For r₀q ≫ 1 the sheet screens strongly. The vertex becomes

M → M/(1 + r₀q).

The constant vertex is thus the long-wavelength limit of the screened one, and the divergence in section 1 came from using it where r₀q is large.

**5. The finite energy**

For the electron at rest, with s = r₀/l,

ΔE = −G I(s),  I(s) = ∫₀^∞ 2x dx/[(1 + x²)(1 + sx)²].

At large x the integrand tends to 2/(s²x³). The part beyond a large cutoff Q is therefore

−G ∫_{Ql}^∞ 2dx/(s²x³) = −G/(r₀Q)².

It vanishes as Q → ∞ for every r₀ > 0, and the divergence is gone.

To find the value, write

x/[(1 + x²)(1 + sx)²] = (ax + b)/(1 + x²) + c/(1 + sx) + d/(1 + sx)².

Multiplying by (1 + sx)² and setting x = −1/s gives d = −s/(1 + s²). Multiplying by 1 + x² and setting x = i gives

ai + b = i/(1 + is)² = i(1 − is)²/(1 + s²)² = [2s + i(1 − s²)]/(1 + s²)²,

so a = (1 − s²)/(1 + s²)² and b = 2s/(1 + s²)². The left side has no 1/x term at large x, hence a + c/s = 0. An antiderivative is

a ln[(1 + x²)^½/(1 + sx)] + b arctan x − d/[s(1 + sx)].

Between 0 and ∞ its three terms contribute −a ln s, πb/2 and d/s = −1/(1 + s²). Doubling the sum,

I(s) = 2[(s² − 1) ln s + πs − 1 − s²]/(1 + s²)².

At s = 1 this is (π − 2)/2. There the integrand splits directly into 1/(1 + x²) − 1/(1 + x)², whose integral is π/2 − 1, in agreement.

**Weak screening, s ≪ 1.** To first order in s,

I(s) → 2[ln(1/s) − 1 + πs].

The leading part matches 2 ln(Ql) if Q = exp(−1)/r₀. Screening then acts as a cutoff near the inverse screening length, and the logarithm returns as r₀ → 0.

**Strong screening, s ≫ 1.** Here I(s) → 2(ln s − 1)/s². Because G/s² = M²/(4πħωr₀²),

ΔE → −M²[ln(r₀/l) − 1]/(2πħωr₀²).

The electron mass survives in l alone. As m → ∞, l → 0 and the energy diverges again. A fixed point charge does not recoil, and its integral ∫q dq/(1 + r₀q)² is still logarithmic. For a sheet without thickness, the finite result therefore needs both screening and a finite mass.

**6. The mass with screening**

The screened vertex depends on q, so the shift of variable in section 2 no longer helps. For small κ, put D = 1 + x² and expand 1/(D − 2κx cosθ). The linear term averages to zero over θ, and cos²θ averages to 1/2:

⟨1/(D − 2κx cosθ)⟩ = 1/D + 2κ²x²/D³ + …

Hence ΔE_k = −G[I(s) + κ²N(s)], with

N(s) = ∫₀^∞ 4x³ dx/[(1 + x²)³(1 + sx)²],

m*/m = 1 + (G/ħω)N(s).

For s = 0, v = x² gives N = ∫₀^∞ 2v dv/(1 + v)³ = 1, which recovers section 2. Screening reduces the integrand everywhere, so N(s) < 1 for s > 0.

**7. Numbers for a monolayer channel**

The parameters are round values in the rough regime of semiconducting dichalcogenide monolayers, not those of a particular material: m = 0.5 electron masses, ħω = 50 meV, Z = 1, μ = 40 u, Ω = 0.09 nm² and r₀ = 4 nm. The sheet is suspended in vacuum.

With e²/(2ε₀) = 9.048 eV nm and a zero-point length [ħ/(2μω)]^½ = 0.00323 nm,

M = 9.048 × 0.00323/√0.09 ≈ 0.0975 eV nm,

where the last digit comes from the unrounded inputs.

The length l is 1.2345 nm. Using ħ²/m = 2ħωl²,

G = M²/(4πħωl²) = 0.0975²/(4π × 0.050 × 1.524) eV ≈ 9.93 meV.

The ratio s = 4/1.2345 = 3.240 gives

I = 2(9.499 × 1.1756 + 10.179 − 11.499)/11.499² = 0.149,

ΔE = −9.93 × 0.149 meV = −1.48 meV.

A direct sum over wavevectors spaced by 0.04 nm⁻¹, with each component up to 32 nm⁻¹, gives −1.4779 meV against −1.4786 meV from the formula. The omitted region accounts for up to G/(4 × 32)² = 0.0006 meV of the difference.

The effect of the cutoff, with all else fixed, is:

Q = 1 nm⁻¹: constant vertex −9.19 meV, screened −1.120 meV
Q = 10 nm⁻¹: −49.96 meV, −1.473 meV
Q = 100 nm⁻¹: −95.61 meV, −1.479 meV
Q = 1000 nm⁻¹: −141.32 meV, −1.479 meV

The last constant-vertex step is −45.71 meV, equal to −2G ln 10. The screened energy at 10 nm⁻¹ lacks 0.006 meV, as G/(r₀Q)² predicts.

A crystal does have a zone edge. A disc with the area of the Brillouin zone has radius 11.8 nm⁻¹, and the constant vertex cut there gives −53 meV: finite, but set by the cutoff and larger than the phonon energy. With screening, 0.3% of the shift comes from beyond this radius, so the continuum integral is little affected by the zone edge, provided r₀ keeps its long-wavelength value out to that radius.

Reducing r₀ to 0.4, 0.04 and 0.004 nm, with M, m and ω fixed, gives −15.0, −50.1 and −94.1 meV. These lengths are far below the example's regime and serve to show the logarithm returning. The last step, −44.1 meV, is approaching −2G ln 10 per decade.

The mass integral is N = 0.0425, so m*/m = 1 + 0.1985 × 0.0425 = 1.008, against 1.20 for the constant vertex. The latter is uncertain in its last digit: inverting the band (ħω − G)κ² without expanding gives 1/(1 − G/ħω) = 1.25, and second order cannot decide between the two. Screening matters for the mass even though the mass had no divergence.

**8. How far the model can be trusted here**

Second order is adequate for these parameters. The mean phonon number, Σ_q |g_q|²/(ħω + ε_q)², is 0.019. On a coarse grid of 144 phonon modes, diagonalization with up to two phonons gives 1.0006 times the second-order energy of the same grid. That grid is too coarse for the energy itself (−1.32 meV), but the ratio is stable: the fourth-order term in the continuum gives 1.0007.

Several other assumptions were relaxed one at a time from −1.479 meV. Coupling to other phonon branches of the sheet and short-range coupling are not included, although a real monolayer has both.

- **Phonon dispersion.** The ions feel the field of their own polarization, −qP/[2ε₀(1 + r₀q)]. This changes ω² to ω² + Z²e²q/[2ε₀μΩ(1 + r₀q)], where ω is now the value at q = 0. The shift becomes −1.471 meV, so dispersion from this source matters little here. Dispersion from short-range forces between the ions is not included.
- **Thickness.** Spreading ions, polarizability and electron evenly over 0.6 nm, with r₀ fixed and no out-of-plane polarizability, gives −1.38 meV.
- **Band shape.** A nonparabolic band, ε(1 + ε/E_g) = ħ²q²/2m with E_g = 2 eV, gives −1.55 meV if only the band energy is changed. In a two-band model with this dispersion, the overlap of the Bloch states also weakens the vertex at large q, and the shift is −1.49 meV if only conduction-band intermediate states are counted. The electron also blocks virtual transitions from the filled valence band, which brings the shift to −1.47 meV. Masses of 0.4 and 0.625 along two axes, with the same geometric mean, give −1.473 meV.
- **Surroundings.** If the mean relative permittivity of the two sides is 2, 1 + r₀q becomes 2 + r₀q and the shift falls to −0.85 meV. Phonons of the surrounding material are not included.

At 300 K the phonon occupation is n = 0.169. Emission is enhanced by 1 + n, and absorption adds intermediate states at ε_q − ħω. With the principal value taken at the resonance, the shift of an electron at rest is −1.58 meV. It depends on the motion: at a kinetic energy of k_BT it is −1.98 meV. Absorption also gives the level a width. For the electron at rest, by the golden rule,

ħ/τ = 2πnG ∫₀^∞ 2x δ(x² − 1) dx/(1 + sx)² = 2πnG/(1 + s)² = 0.59 meV,

which is 37% of the shift of the electron at rest at that temperature.

A working channel also breaks the assumption of a single electron. Nondegenerate carriers of density n_c add a charge −e²n_cφ/(k_BT) to Gauss's law, so 1 + r₀q becomes 1 + r₀q + q_D/q, with q_D = e²n_c/(2ε₀k_BT). For this estimate T = 300 K enters the carrier screening alone; the phonon occupation is left at zero. The shift is −1.33 meV at 10¹⁰ cm⁻² and −0.32 meV at 10¹² cm⁻², a reduction of 78% at the higher density. This form of the screening holds only for q well below the thermal wavevector (2mk_BT)^½/ħ = 0.58 nm⁻¹, whereas at 10¹² cm⁻² about 80% of the remaining shift comes from phonons above 1/l = 0.81 nm⁻¹. It therefore overstates the effect: the full static response of a Boltzmann gas gives −0.41 meV at the higher density, a reduction of 72%. With fourfold spin and valley degeneracy, the carrier density at 10¹² cm⁻² is 0.09 of the density of states times k_BT, so nondegenerate statistics are reasonable. Static response is the weaker assumption: at 10¹² cm⁻² the long-wavelength estimate of the plasmon energy at q = 1/l is 51 meV, about equal to the phonon energy, so the carriers cannot be assumed to follow the phonon. The estimate shows that the single-electron value should not be carried over to a filled channel; it does not supply a replacement.

Among the changes tried here, carriers and surroundings move the number most. None brings back the logarithm: at large q the vertex still falls as 1/q while the recoil energy keeps growing. All of them keep α independent of q, which a real sheet does not. In the two-band model above, α falls to 0.45 of its long-wavelength value at the zone radius and r₀q saturates at large q. If all of r₀ behaved this way, a sheet without thickness would give −1.54 meV at the zone radius, and a weak logarithm, about 0.07 meV per decade of cutoff, would return. If only the 0.96 nm that those two bands supply behaves this way, the shift is −1.49 meV and converges. A finite thickness makes the vertex fall as 1/q at large q in either case. Most of the values are collected in the numerical output below.

Values computed for the example and the checks

```
electron mass: 0.50 m_e
phonon energy: 50.0 meV
effective charge Z: 1.0
reduced ionic mass: 40.0 u
cell area: 0.090 nm^2
screening length r0: 4.00 nm
e^2/(2 eps0): 9.0476 eV nm
zero-point length: 0.00323 nm
vertex M: 0.09749 eV nm
polaron length l: 1.2345 nm
energy scale G: 9.9264 meV
G / phonon energy: 0.1985
ratio s = r0/l: 3.2402
I(s): 0.14896
screened shift: -1.4786 meV
box sum, screened: -1.4779 meV
unscreened step per decade: -45.71 meV
Q=1/nm: bare -9.190, screened -1.1199 meV
Q=10/nm: bare -49.960, screened -1.4726 meV
Q=100/nm: bare -95.608, screened -1.4785 meV
Q=1000/nm: bare -141.320, screened -1.4786 meV
zone radius: 11.816 1/nm
bare shift cut at zone radius: -53.25 meV
shift for r0=0.004 nm: -94.144 meV
shift for r0=0.04 nm: -50.057 meV
shift for r0=0.4 nm: -14.984 meV
mass integral N(s): 0.04245
mass ratio m*/m, screened: 1.00843
mass ratio m*/m, constant M: 1.1985
mean phonon number: 0.01892
two-phonon / second-order energy: 1.00061
share beyond zone radius: 0.292 %
shift, dispersed phonon: -1.4709 meV
shift, slab 0.6 nm thick: -1.3824 meV
shift, surroundings 2.0: -0.8495 meV
shift, nonparabolic, gap 2.0 eV: -1.5543 meV
shift, masses 0.4/0.625 m_e: -1.4734 meV
phonon occupation at 300 K: 0.1690
shift at 300 K: -1.5790 meV
level broadening at 300 K: 0.5862 meV
shift, 1e+10 carriers/cm2: -1.3303 meV
shift, 1e+12 carriers/cm2: -0.3182 meV
degeneracy ratio at 1e12/cm2: 0.0926
```
